# How lowest-band Wannier functions decay in one dimension, part 3

We study the lowest-band (band 1) Wannier tail for an electron of mass \(m\) in a real, even potential of period \(a\), with an open gap above the band, in SI units. Solutions \(c,s\) have \(c(0)=s'(0)=1\), \(c'(0)=s(0)=0\). Their values and slopes at \(a/2\) are \(C_h,S_h,C_h',S_h'\), slopes being averaged across any delta function there. With \(\mu(E)=c(a;E)\) and \(\mu'=d\mu/dE\),

\[
s(a)=2S_hS_h',\qquad \mu+1=2C_hS_h',\qquad \mu-1=2C_h'S_h .\tag{4}
\]
\[
\cos ka=\mu(E),\qquad \varphi_k(x)=c(x;E)+\beta_k\,s(x;E),\qquad \beta_k=\frac{i\sin ka}{s(a;E)} .\tag{5}
\]

The norm \(N=\int_0^a\varphi_k\varphi_{-k}dx\) is

\[
N=-\frac{\hbar^2}{m}\,\frac{\mu'(E)}{s(a;E)} .\tag{6}
\]

The origin is chosen so that \(C_h=0\) at the top of band 1. In the gap,

\[
\mu'(E_0)=0,\qquad \mu(E_0)=-\cosh ha,\qquad \mu_2\equiv\mu''(E_0)>0 .\tag{7}
\]

Kohn's gauge is \(\psi_k=\varphi_kN^{-1/2}\), with \(\psi_k(0)>0\) for real \(k\), and

\[
w(x+Ra)=\frac a{2\pi}\int_0^{2\pi/a}e^{ikRa}\,\psi_k(x)\,dk .\tag{8}
\]

Band 1's sheet is cut along \(\mathrm{Re}\,k=\pi/a\), \(|\mathrm{Im}\,k|\ge h\), modulo \(2\pi/a\). At \(k_0=\pi/a+ih\), use \(t=h+i(k-\pi/a)\), \(\tau=t^{1/2}\), \(\eta=E-E_0\), \(\mu_3=\mu'''(E_0)\), \(s_0=s(a;E_0)\), \(\alpha=\mu_2/(2a\sinh ha)\), \(\varphi_0=c(x;E_0)+(\sinh ha/s_0)s(x;E_0)\):

\[
\eta=-\frac{\tau}{\sqrt\alpha}\left[1-\frac{\mu_3}{6\mu_2}\eta+\dots\right]=-\frac{\tau}{\sqrt\alpha}\left[1+\frac{\mu_3}{6\mu_2}\frac{\tau}{\sqrt\alpha}+O(\tau^2)\right].\tag{9}
\]
\[
N^{-1/2}=A\,t^{-1/4}\left\{1+\eta\left[\tfrac12\partial_E\ln s(a)-\frac{\mu_3}{6\mu_2}\right]+O(t)\right\},
\]
\[
A=\left[\frac{m\,s_0}{\hbar^2}\right]^{1/2}\left[2a\mu_2\sinh ha\right]^{-1/4}.\tag{10}
\]
\[
\psi_k(x)=A\varphi_0(x)\,t^{-1/4}\left[1+r_1(x)\,t^{1/2}+O(t)\right],
\]
\[
r_1=-\alpha^{-1/2}\left[\partial_E\ln\varphi\big|_{k_0}+\tfrac12\partial_E\ln s(a)-\frac{\mu_3}{6\mu_2}\right]_{E_0},\tag{11}
\]

with \(\sinh ha\) fixed in the first derivative. Apart from \((-1)^Re^{-hX}\) and the prefactor \(a\), with \(X=Ra\),

\[
t^{-\nu}\ \longrightarrow\ \frac{X^{\nu-1}}{\Gamma(\nu)} .\tag{12}
\]

The lemma \((1/2\pi)\int e^{iqX}(h+iq)^{-\nu}dq=X^{\nu-1}e^{-hX}/\Gamma(\nu)\) is exact for \(0<\nu<1\). The tail is

\[
w(x+Ra)=(-1)^R\,C\,\varphi_0(x)\,(Ra)^{-3/4}e^{-hRa}\left[1+\frac{b_1(x)}{\sqrt R}+O\!\left(\frac1R\right)\right],\tag{13}
\]
\[
C=\frac{aA}{\Gamma(1/4)},\qquad b_1=\frac{r_1}{\sqrt a}\,\frac{\Gamma(1/4)}{\Gamma(-1/4)} .
\]

Hopping integrals \(E_R\), the Fourier coefficients of \(E(k)\), have power \(3/2\). The density matrix, with integrand \(\psi_k(x)\psi_{-k}(x')\sim t^{-1/2}\), has power \(1/2\). Bands 1 and 2 split by \(2\sqrt{t/\alpha}\,[1+O(t)]\).

For weak \(V=-2V_1\cos(2\pi x/a)\), the two-wave model has \(\gamma=\pi\hbar^2/(ma)\), \(h=V_1/\gamma\) and

\[
\psi_k(0)=a^{-1/2}\left(\frac h2\right)^{1/4}t^{-1/4}\left[1+\frac{t^{1/2}}{\sqrt{2h}}+O(t)\right].\tag{1}
\]

## 10. What the gauge can change

Any \(\psi_k f(k)\) with \(f\) periodic and \(|f|=1\) on the real axis gives another normalised Wannier function. If that function is required to be real and even, then \(f(-k)=f(k)^*\) and \(f(-k)=f(k)\), so \(f\) is real, and continuity makes it \(\pm1\). Kohn's gauge is the only continuous one with both symmetries. If \(f\) is analytic on the cut sheet, and analytic and non-zero in \(\tau\) at the branch point, it multiplies \(C\) by \(f(k_0)\) in the right tail and by \(1/f(k_0)^*\), its value at the mirror point \(\pi/a-ih\) by the continuation of \(|f|^2=1\), in the left tail, and leaves the power unchanged; \(b_1\) changes only if \(f\) has a term linear in \(\tau\) there. If \(f\) has a singularity in the upper half-plane nearer the real axis than \(h\), the contour is caught earlier and the exponential of the right tail is slower; a singularity in the lower half-plane does the same to the left tail. A kink or jump on the real axis leaves a pure power law.

A factor singular at the branch point itself changes the power. Take

\[
f(k)=\left[\frac{1+e^{-ha-ika}}{1+e^{-ha+ika}}\right]^{-1/4}.
\]

For real \(k\) numerator and denominator are complex conjugates, so \(|f|=1\). The numerator vanishes as \(ta\) at \(k_0\), so \(\psi f\sim t^{-1/2}\) and the right tail has power \(1/2\). The denominator vanishes at the mirror point \(\pi/a-ih\), which controls the left tail. There \(f\) supplies the power \(+1/4\), the leading term becomes regular and contributes nothing, and the next term, of power \(+1/2\), gives a left tail with power \(3/2\). The reason for this trade is that the continuation of \(|f|^2=1\) leaves the density-matrix integrand unchanged, and it goes as \(t^{-1/2}\). If \(\psi f\) diverges with exponent \(\nu_+\) at the upper point and \(\nu_-\) at the lower one, then \(\nu_++\nu_-=1/2\). The symmetric division is \(1/4\) each, and the example has \(1/2\) and \(0\). The power \(3/4\) is therefore a property of the band together with a gauge that is regular at the branch points, and not of every exponentially localised Wannier function.

Three extensions are not derived here and are stated only as remarks. For a higher isolated band the sheet carries the branch points of both adjacent gaps, and the smaller of the two values of \(h\) governs the tail; a branch point above \(k=0\) gives no factor \((-1)^R\). For a potential without a centre of symmetry the zero of \(s(a;E)\) can lie inside the gap. If it lies below \(E_0\), it is on the sheet of band 1, the gauge \(\psi_k(0)>0\) acquires a spurious singularity from \(s(a)^{1/2}\) nearer the real axis than \(h\), and the phase has to be fixed in another way; if it lies above \(E_0\), it is on the sheet of band 2 and does not slow the exponential of band 1. In more than one dimension the value \(3/4\) need not carry over: for a separable potential \(V(x)+V(y)\) the product \(w(x)w(y)\) is a Wannier function, and its power is \(3/4\) along an axis but \(3/2\) along the diagonal.

## 11. Worked example: a Dirac comb

Take \(V=g\sum_n\delta(x-(n+\tfrac12)a)\) with the free-electron mass and the chosen inputs \(a=5.3\times10^{-10}\) m and \(g=0.30\) eV nm \(=4.806530\times10^{-29}\) J m. The energy unit is \(\hbar^2/2ma^2=2.173109\times10^{-20}\) J \(=0.135635\) eV, and \(P=mga/\hbar^2=2.086624\).

Inside \(|x|<a/2\) the particle is free: \(c=\cos(zx/a)\), \(s=(a/z)\sin(zx/a)\), with \(z=a\sqrt{2mE}/\hbar\). Integrating the Schrödinger equation across a barrier shows that the slope jumps by \((2mg/\hbar^2)y=(2P/a)y\), so the average slope is the left slope plus \((P/a)y\). Then \(C_h=\cos(z/2)\), \(S_h=(a/z)\sin(z/2)\), \(S_h'=\cos(z/2)+(P/z)\sin(z/2)\), and (4) gives

\[
\mu=\cos z+P\,\frac{\sin z}{z},\qquad s(a)=a\left[\frac{\sin z}{z}+2P\,\frac{\sin^2(z/2)}{z^2}\right].
\]

The top of band 1 is at \(z=\pi\), where \(C_h=0\) as the convention of section 5 requires; its energy is \(\pi^2\times0.135635=1.33866\) eV. The bottom of band 2 is the root of \(S_h'\), at 2.264382 eV.

The branch point is the root of \(d\mu/dz=-\sin z+P(\cos z/z-\sin z/z^2)\) in the gap, \(z_0=3.604287\), so \(E_0=z_0^2\times0.135635=1.76202\) eV \(=2.823061\times10^{-19}\) J. With \(\cos z_0=-0.894853\) and \(\sin z_0=-0.446361\),

\[
\mu(E_0)=-0.894853-2.086624\times0.123842=-1.15326,
\]

and from the fuller value \(-1.15326401\) come \(ha=0.5468118\), \(\sinh ha=0.5744718\), \(h=1.031720\times10^9\ \mathrm{m^{-1}}\) and a decay length \(1/h=9.69\times10^{-10}\) m, a little under two cells.

Because \(d\mu/dz=0\) at \(z_0\), \(\mu_2=(d^2\mu/dz^2)(dz/dE)^2\) with \(dz/dE=z/2E\). Here

\[
\frac{d^2\mu}{dz^2}=-\cos z+P\left(-\frac{\sin z}z-\frac{2\cos z}{z^2}+\frac{2\sin z}{z^3}\right)=0.894853+2.086624\times0.242542=1.40095,
\]

\(z_0/2E_0=6.38365\times10^{18}\ \mathrm{J^{-1}}\), and the product is \(\mu_2=5.7090\times10^{37}\ \mathrm{J^{-2}}\). One more derivative gives \(\mu_3=-3.942723\times10^{56}\ \mathrm{J^{-3}}\). With \(\sin^2(z_0/2)=(1-\cos z_0)/2=0.947427\),

\[
s_0=a\,[-0.123842+0.304355]=0.18051\,a=9.5672\times10^{-11}\ \mathrm m .
\]

The amplitude (10) needs \(\hbar^2/m=2a^2\times2.173109\times10^{-20}\ \mathrm J=1.220853\times10^{-38}\ \mathrm{J\,m^2}\). Then \(ms_0/\hbar^2=7.83652\times10^{27}\), with root \(8.85241\times10^{13}\); and \(2a\mu_2\sinh ha=3.47644\times10^{28}\), with fourth root \(1.365475\times10^7\), all in SI units. The quotient is \(A=6.48303\times10^6\ \mathrm{m^{-3/4}}\). With \(\Gamma(1/4)=3.625610\), \(C=aA/\Gamma(1/4)=9.47704\times10^{-4}\ \mathrm{m^{1/4}}\), or \(Ca^{-1/4}=0.197517\). Also \(\alpha^{-1/2}=(2a\sinh ha/\mu_2)^{1/2}=3.265934\times10^{-24}\ \mathrm{J\,m^{1/2}}\).

For \(b_1\) at \(x=0\) the derivative of \(\ln\varphi\) is zero. The derivative of \(s(a)/a\) with respect to \(z\) is

\[
\frac{\cos z}z-\frac{\sin z}{z^2}+P\frac{\sin z}{z^2}-4P\frac{\sin^2(z/2)}{z^3}=-0.248275+0.034360-0.071695-0.168885=-0.45450 ,
\]

so \(\tfrac12\partial_E\ln s(a)=\tfrac12(-0.45450/0.18051)\times6.38365\times10^{18}=-8.036\times10^{18}\ \mathrm{J^{-1}}\). The other term is \(-\mu_3/6\mu_2=+1.151\times10^{18}\ \mathrm{J^{-1}}\), and the bracket in (11) is \(-6.885\times10^{18}\ \mathrm{J^{-1}}\). With \(\sqrt a=2.302173\times10^{-5}\ \mathrm{m^{1/2}}\), \(\alpha^{-1/2}a^{-1/2}=1.41863\times10^{-19}\) J, so \(r_1/\sqrt a=0.9768\). The ratio \(\Gamma(1/4)/\Gamma(-1/4)=3.625610/(-4.901667)=-0.73967\) gives \(b_1(0)=-0.7225\); the program's value is \(-0.722488\). At \(x=0.3a\), \(\varphi_0=\cos(0.3z_0)+(0.5744718/0.18051)\sin(0.3z_0)/z_0=0.47019+0.77926=1.24946\), and \(b_1=+0.138289\). The correction changes sign and size across the cell.

For \(R=10\), \(x=0\), the leading term is \(Ca^{-1/4}R^{-3/4}e^{-hRa}/\sqrt a=0.197517\times0.177828\times4.21917\times10^{-3}/(2.302173\times10^{-5})=6.4371\ \mathrm{m^{-1/2}}\). The two-term factor is \(1-0.722488/\sqrt{10}=0.77153\). The value summed from the definition (8) is \(5.09767\ \mathrm{m^{-1/2}}\), to be compared with \(w(0)=5.259\times10^4\ \mathrm{m^{-1/2}}\) at the centre.

| \(R\) | \(w(Ra)\) in \(\mathrm{m^{-1/2}}\) | \(w\)/leading | \(w\)/two-term |
|---|---|---|---|
| 1 | \(-2.43106\times10^{3}\) | 0.48956 | 1.76411 |
| 2 | \(1.02098\times10^{3}\) | 0.59742 | 1.22141 |
| 5 | \(-1.19885\times10^{2}\) | 0.71931 | 1.06266 |
| 10 | \(5.09767\) | 0.79192 | 1.02642 |
| 25 | \(-7.65908\times10^{-4}\) | 0.86318 | 1.00897 |
| 100 | \(4.50810\times10^{-22}\) | 0.92953 | 1.00191 |
| 400 | \(9.44490\times10^{-94}\) | 0.96430 | 1.00044 |

The signs alternate as \((-1)^R\). The leading law is too large by a factor of two at the first neighbour and is still about 3.7 per cent high at \(R=400\). The two-term form is within 3 per cent from \(R=10\) on, and its excess multiplied by \(R\) is 0.26, 0.22, 0.19 and 0.18 at \(R=10,25,100,400\), as an \(O(1/R)\) remainder should behave.

The slow approach has a practical consequence. Someone who knows \(h\) exactly and fits a single power between two distances finds \(3/4\) minus the logarithmic slope of the third column, which by (13) is near \(3/4+b_1/(2\sqrt R)\). Between \(R=10\) and 25 this is \(0.75-\ln(0.86318/0.79192)/\ln2.5=0.656\), and between 100 and 400 it is \(0.75-\ln(0.96430/0.92953)/\ln4=0.724\). At \(x=0\) a fit of this kind over these ranges does not single out \(3/4\). The bias \(b_1/(2\sqrt R)\) shrinks only as \(R^{-1/2}\) and depends on \(x\): at \(x=0.3a\) this leading estimate is about five times smaller and of opposite sign. Including the \(R^{-1/2}\) series in the fit, as in section 12, removes it over \(100\le R\le400\); that fit determines sixteen parameters from sixteen values of \(R\) computed with 130 digits, and nothing here shows that it works on data of ordinary precision.

The two-wave formulas can be tested on this example. The comb has first Fourier component of size \(g/a\), for which \(h=V_1/\gamma\) gives \(ha=P/\pi=0.664\), well above the true 0.547; all Fourier components of a comb are equally large, so the two waves are also coupled at second order through every other plane wave, a correction of relative order \(P\) that the model omits. If \(V_1\) is taken as half the true gap, \((2.264382-1.338662)/2=0.46286\) eV, then with \(\gamma/a=2\pi\times0.135635=0.85222\) eV one finds \(ha=0.543\). With the true \(ha\), equation (1) gives \(Ca^{-1/4}=(ha/2)^{1/4}/\Gamma(1/4)=0.1994\) against 0.1975, and \(b_1(0)=-0.73967/\sqrt{2ha}=-0.707\) against \(-0.722\). Agreement in \(C\) to one per cent is not general at this value of \(ha\): for the cosine model of section 12 the same formula gives 0.2027 against 0.2106. In the opposite limit of strong barriers the term in \(P\) dominates \(\mu\), \(\cosh ha\) grows in proportion to \(P\), and \(ha\) grows only as \(\ln P\), far more slowly than the weak-potential estimate \(P/\pi\).

## 12. What the numerical check tests

The numerical check computes the comb's Wannier function from its definition on the real axis only: it solves \(\mu=\cos ka\) on a grid of 1024 real \(k\) points (half of them supplied by the symmetry \(k\to-k\)) with 130 digits, fixes \(\beta\) by continuity at the cell edge and not by (5), normalises by the elementary integral of \(|\varphi_k|^2\), and sums (8) for \(R\) up to 400. A fit of \(\ln|w|\) to \(-hRa-p\ln R\) plus a series in \(R^{-1/2}\), with \(h\) and \(p\) free, returns \(ha=0.5468117767\) and \(p=0.7500000\) at both \(x=0\) and \(x=0.3a\). The same fit gives powers 1.5000000 for \(E_R\), 0.5000000 for the density matrix and 0.5000000 for the right tail in the singular gauge of section 10, each with the same \(h\). Extrapolating the ratio of \(w\) to the leading law gives 1.000000000 at both points, and fitted values of \(b_1\), \(-0.722488\) and \(0.138289\), equal to the formula in all printed digits. Equation (6) is checked against quadrature at two real \(k\). At \(ta=10^{-12}\) the exact \(E_0-E\) and the quadrature value of \(N\) stand to their leading forms as 0.9999998 and 0.9999980; equations (9) and (11) predict \(1-(1.151\times10^{18})(1.41863\times10^{-19})\times10^{-6}=0.9999998\) and \(1-2\times0.9768\times10^{-6}=0.9999980\).

A second model removes any reliance on the delta function: \(V=-2V_1\cos(2\pi x/a)\) with chosen \(V_1=0.5\) eV and the same \(a\). Its gap runs from 0.816388 to 1.814214 eV. Integration of the differential equation and its energy derivatives gives \(E_0=1.269407\) eV, \(ha=0.582973\), \(h=1.099949\times10^9\ \mathrm{m^{-1}}\) and \(Ca^{-1/4}=0.210609\); the two-wave estimate \(ha=0.5/0.85222=0.587\) is close here, since the potential has a single Fourier component: two steps of \(\pm2\pi/a\) cannot add up to \(2\pi/a\), so the two waves have no second-order coupling and the relative correction to \(h\) starts at order \(V_1^2\). Diagonalisation in plane waves at complex \(k\), which takes from the differential equation only the value of \(h\) that places the point, gives a level splitting of \(1.848045\times10^{-2}\) eV at \(ta=10^{-4}\), against \(1.848124\times10^{-2}\) eV from \(2\sqrt{t/\alpha}\), a relative difference of the order of \(ta\). The Wannier function summed from the plane-wave eigenvectors, normalised without conjugation on a line just below the branch point, stands to the leading law as 0.93259 at \(R=100\) and 0.97410 at \(R=700\) for \(x=0\), and as 1.01333 and 1.00521 for \(x=0.3a\). Both ratios extrapolate in \(R^{-1/2}\) to 1.000000.

## Computed results

```
a = 5.3000e-10 m, g = 4.806530e-29 J m (0.30 eV nm), P = 2.086624
hbar^2/(2ma^2) = 2.173109e-20 J = 0.135635 eV
lemma nu=1/4, h=0.5, X=2: quadrature 0.06033259, formula 0.06033259
gap edges = 1.338662 eV, 2.264382 eV
z0 = 3.604287, E0 = 2.823061e-19 J = 1.762016 eV
mu(E0) = -1.15326401, sinh(ha) = 0.57447181
ha = 0.5468117767, h = 1.031720e+09 1/m, 1/h = 9.692549e-10 m
mu'' = 5.708998e+37 J^-2, mu''' = -3.942723e+56 J^-3
alpha^(-1/2) = 3.265934e-24 J m^(1/2), s(a) = 9.567236e-11 m
Gamma(1/4) = 3.625610, Gamma(-1/4) = -4.901667
A = 6.483029e+06 m^(-3/4), C = 9.477041e-04 m^(1/4)
C a^(-1/4) = 0.19751668, phi0(0.3a) = 1.24945773
ta = 1e-12: exact/leading for E0-E 0.9999998, for N 0.9999980
free fit w0: ha = 0.5468117767, power = 0.7500000
free fit wx: ha = 0.5468117767, power = 0.7500000
free fit E: ha = 0.5468117767, power = 1.5000000
free fit rho: ha = 0.5468117767, power = 0.5000000
free fit gauge: ha = 0.5468117767, power = 0.5000000
x = 0.0a: limit ratio 1.000000000, b1 fit -0.722488, formula -0.722488
x = 0.3a: limit ratio 1.000000000, b1 fit 0.138289, formula 0.138289
w(0) = 5.259204e+04 m^(-1/2)
R, w(Ra) and leading law in m^(-1/2), w/leading, w/two-term
  1 -2.43106e+03 -4.96579e+03 0.48956 1.76411
  2 1.02098e+03 1.70899e+03 0.59742 1.22141
  5 -1.19885e+02 -1.66668e+02 0.71931 1.06266
 10 5.09767e+00 6.43713e+00 0.79192 1.02642
 25 -7.65908e-04 -8.87314e-04 0.86318 1.00897
100 4.50810e-22 4.84989e-22 0.92953 1.00191
400 9.44490e-94 9.79458e-94 0.96430 1.00044
cosine, V1 = 0.5 eV: gap edges 0.816388, 1.814214 eV
E0 = 1.269407 eV, ha = 0.58297300, h = 1.099949e+09 1/m, C a^(-1/4) = 0.210609
splitting at ta = 1e-4: plane waves 1.848045e-02 eV, formula 1.848124e-02 eV
cosine x = 0.0a: ratio at R=100 0.93259, at R=700 0.97410, limit 1.000000
cosine x = 0.3a: ratio at R=100 1.01333, at R=700 1.00521, limit 1.000000
```
